\section*{Entropic softening of polarization by two trilinearly coupled modes, part 1}

(Sections cited here and not found follow in the second part.)

\section{Integrating out the two modes}

\subsection{A polarization gained without displacement}

At 300 K a field of 1 MV/cm gives a model dielectric film a polarization of 2.602 $\mu$C/cm$^2$ when two of its soft lattice modes are coupled to the polarization, and 2.568 $\mu$C/cm$^2$ when that coupling is switched off with all else held fixed. Yet neither mode acquires a mean displacement in the field. If the atoms were placed at the minimum of their energy, the coupling would change nothing. The extra polarization, about 1.3\% of the whole, comes from the thermal motion of the modes about positions that do not move.

The coupling responsible is trilinear: it is the product of the polarization and the two mode amplitudes. Symmetry allows such a term in hafnia, where the polar distortion can couple to pairs of non-polar displacements; its strength there is not computed here. We derive its effect on the polar stiffness, which sets the permittivity, and then ask how far the result survives when the model is made less simple.

\subsection{The model and its units}

Consider a cell of volume $v$ in a film with uniform polarization $P$. Two real amplitudes $x$ and $y$, measured in metres, describe two non-polar displacement patterns in the cell. The potential energy of the cell is
\begin{equation}
U(P,x,y)=\tfrac12 v a P^2+\tfrac12 k_1x^2+\tfrac12 k_2y^2+gPxy ,
\label{eq:U}
\end{equation}
with $a>0$, $k_1>0$ and $k_2>0$. The constant $a$ is the bare polar stiffness per volume. Without coupling the field is $E=aP$, so $a$ has the unit V\,m/C. The mode stiffnesses are in N/m. Since $Pxy$ has the unit (C/m$^2$)\,m$^2$ = C, the coupling $g$ is in J/C, that is, in volts.

The trilinear term is allowed when the product $xy$ transforms under the symmetry operations of the undistorted crystal in the same way as the component $P$. Then $Pxy$ is invariant although neither $Px$ nor $Py$ is. In particular, a lattice translation that reverses $x$ must also reverse $y$, because it leaves the uniform $P$ unchanged. Two modes at the same zone-boundary wavevector can meet this condition.

Symmetry also allows other terms, such as $P^2x^2$. They are left out of \eqref{eq:U} so that the trilinear term can be studied alone, and they return in the second half. Four further assumptions enter here:
\begin{itemize}
\item The modes are classical.
\item The modes of different cells are independent.
\item $P$ changes slowly enough for the modes to stay in thermal equilibrium at temperature $T$.
\item The whole polarization, electronic and ionic, is treated as one coordinate.
\end{itemize}

\subsection{Stability, and why minimization finds nothing}

At fixed $P$ the mode part of \eqref{eq:U} is a quadratic form with the matrix
\begin{equation}
K(P)=\begin{pmatrix}k_1&gP\\ gP&k_2\end{pmatrix},\qquad
\det K=k_1k_2-g^2P^2 .
\label{eq:K}
\end{equation}
A symmetric two-by-two matrix with positive diagonal entries is positive definite if and only if its determinant is positive. The modes are therefore stable for
\begin{equation}
|P|<P_c,\qquad P_c=\frac{\sqrt{k_1k_2}}{|g|} .
\label{eq:Pc}
\end{equation}
Inside this range the energy has one minimum with respect to the modes, at $x=y=0$. Inserting it into \eqref{eq:U} leaves $\tfrac12vaP^2$, with the bare stiffness unchanged. A treatment that replaces the modes by their mean values thus misses the effect entirely. What depends on $P$ is the shape of the energy bowl around the minimum.

\subsection{The Gaussian integrals}

The free energy at fixed $P$ follows from the configurational integral
\begin{equation}
Z(P)=\int_{-\infty}^{\infty}\!dx\int_{-\infty}^{\infty}\!dy\;
e^{-U(P,x,y)/k_BT},\qquad F(P)=-k_BT\ln Z(P).
\label{eq:Z}
\end{equation}
The classical kinetic energy contributes a factor that does not depend on $P$, and it is dropped. The unit of $Z$ likewise affects $F$ by a constant alone.

We integrate over $y$ first. Completing the square gives
\begin{equation}
\tfrac12k_2y^2+gPxy=\tfrac12k_2\Big(y+\frac{gPx}{k_2}\Big)^2-\frac{g^2P^2}{2k_2}x^2 .
\label{eq:square}
\end{equation}
The shift of $y$ does not alter an integral over the whole line, so the $y$ integral gives $\sqrt{2\pi k_BT/k_2}$. The last term of \eqref{eq:square} joins the energy of $x$, whose stiffness becomes
\begin{equation}
k_1'=k_1-\frac{g^2P^2}{k_2}.
\label{eq:k1p}
\end{equation}
The second mode, by following the first, makes it softer. This happens for either sign of $P$ or $g$. The $x$ integral gives $\sqrt{2\pi k_BT/k_1'}$, which is finite when $k_1'>0$, the same condition as \eqref{eq:Pc}. The product of the two factors is
\begin{equation}
Z(P)=e^{-vaP^2/2k_BT}\,\frac{2\pi k_BT}{\sqrt{k_2k_1'}}
=e^{-vaP^2/2k_BT}\,\frac{2\pi k_BT}{\sqrt{k_1k_2-g^2P^2}} .
\label{eq:Zres}
\end{equation}
Taking $-k_BT\ln$ and subtracting the value at $P=0$ removes the factor $2\pi k_BT$:
\begin{align}
F(P)-F(0)&=\tfrac12vaP^2+\frac{k_BT}{2}\ln\frac{k_1k_2-g^2P^2}{k_1k_2}\nonumber\\
&=\tfrac12vaP^2+\frac{k_BT}{2}\ln\!\Big(1-\frac{P^2}{P_c^2}\Big).
\label{eq:F}
\end{align}
The factor $\tfrac12$ before the logarithm comes from the square root in \eqref{eq:Zres}. The sign is negative because the argument is below one. Direct numerical quadrature of \eqref{eq:Z}, with the example parameters given below, reproduces the logarithmic term at $P=0.3P_c$ and $P=0.6P_c$ to one part in $10^8$.

\subsection{The reduced stiffness}

For small $P$ we use $\ln(1-s)=-s-s^2/2-\dots$ with $s=P^2/P_c^2$:
\begin{equation}
F(P)-F(0)=\frac12\Big(va-\frac{k_BT}{P_c^2}\Big)P^2-\frac{k_BT}{4}\frac{P^4}{P_c^4}+\dots
\label{eq:expand}
\end{equation}
The stiffness of one cell is the second derivative of $F$ at $P=0$. With $A=va$ and $1/P_c^2=g^2/(k_1k_2)$ it is
\begin{equation}
A_{\rm eff}=A-\frac{k_BTg^2}{k_1k_2}.
\label{eq:Aeff}
\end{equation}
Thermal motion of the two modes thus reduces the polar stiffness by $k_BT$ times the squared coupling divided by the product of the mode stiffnesses. Dividing by $v$ gives the stiffness per volume,
\begin{equation}
a_{\rm eff}=a-\Delta a,\qquad \Delta a=\frac{k_BTg^2}{v\,k_1k_2}=\frac{k_BT}{vP_c^2}.
\label{eq:aeff}
\end{equation}
The volume appears because each cell holds one pair of modes: smaller cells mean more fluctuating pairs per volume. At fixed energy density $k_1$, $k_2$ and $g$ all scale with $v$, so $g^2/(k_1k_2)$ is unchanged and $\Delta a\propto1/v$. The number of pairs per volume is thus an input of the model, and a cell a quarter the size with one pair would give four times the reduction. A second derivative taken numerically from the quadrature agrees with \eqref{eq:Aeff} to one part in $10^4$ at both 300 K and 358 K, which confirms the factor $T$.

The limits are as expected. The reduction vanishes when $g=0$ and when $T\to0$ in this classical model. It grows as either mode softens, since a soft mode has a large thermal amplitude. It then grows without limit as $k_1$ or $k_2$ tends to zero, but $P_c$ shrinks to zero at the same time, so the range in which \eqref{eq:expand} may be used disappears.

\subsection{Why softening wins}

The sign has a simple geometrical reason. Introduce the scaled amplitudes $X=\sqrt{k_1}\,x$ and $Y=\sqrt{k_2}\,y$, the signed ratio $p=gP/\sqrt{k_1k_2}$, and the combinations $s_\pm=(X\pm Y)/\sqrt2$. Then $X^2+Y^2=s_+^2+s_-^2$ and $XY=(s_+^2-s_-^2)/2$, so the mode energy is
\begin{equation}
\tfrac12(X^2+Y^2)+pXY=\tfrac12(1+p)s_+^2+\tfrac12(1-p)s_-^2 .
\label{eq:spm}
\end{equation}
The polarization stiffens one combination and softens the other by the same amount. The free energy depends on the logarithm of each stiffness, and
\begin{equation}
\tfrac12k_BT\,[\ln(1+p)+\ln(1-p)]=\tfrac12k_BT\ln(1-p^2).
\label{eq:logsum}
\end{equation}
The terms linear in $p$ cancel. The logarithm is concave, so the gain from the softened combination exceeds the loss from the stiffened one.

This gain is one of entropy. In the following averages $U_m$ denotes the mode part of \eqref{eq:U}. Integration by parts, with vanishing boundary terms, gives
\begin{equation}
\Big\langle x\frac{\partial U_m}{\partial x}\Big\rangle
=\frac{-k_BT\int x\,\partial_x e^{-U_m/k_BT}\,dx\,dy}{\int e^{-U_m/k_BT}\,dx\,dy}=k_BT ,
\label{eq:virial}
\end{equation}
and the same holds for $y$. Since $U_m$ is homogeneous of degree two, $x\,\partial_xU_m+y\,\partial_yU_m=2U_m$. Hence $\langle U_m\rangle=k_BT$ at every $|P|<P_c$. The mean mode energy does not change with $P$, so the whole logarithm in \eqref{eq:F} is $-T$ times a change of entropy:
\begin{equation}
S(P)-S(0)=-\frac{k_B}{2}\ln\!\Big(1-\frac{P^2}{P_c^2}\Big)>0 .
\label{eq:S}
\end{equation}
At $P=0.6P_c$ this is $-\tfrac12\ln0.64=0.223$ in units of $k_B$ per cell, and quadrature gives the same value with a mean mode energy of $k_BT$. Polarizing the cell enlarges the region that the modes explore. The heat bath supplies the energy $T[S(P)-S(0)]$, and the field has correspondingly less work to do.

\subsection{The same result as a force}

Differentiating \eqref{eq:Z} gives $dF/dP=\langle\partial U/\partial P\rangle=vaP+g\langle xy\rangle$. Differentiating \eqref{eq:F} gives
\begin{equation}
\frac{dF}{dP}=vaP-\frac{k_BTP/P_c^2}{1-P^2/P_c^2}
=vaP-\frac{k_BTg^2P}{k_1k_2-g^2P^2}.
\label{eq:dF}
\end{equation}
Comparing the two expressions, we find
\begin{equation}
\langle xy\rangle=-\frac{k_BT\,gP}{k_1k_2-g^2P^2}.
\label{eq:xy}
\end{equation}
Each mean is zero, but the product has a mean. A polarization with $gP>0$ makes $x$ and $y$ fluctuate preferentially with opposite signs, since this lowers $gPxy$. The correlation acts back on $P$ in the direction of $P$ itself.

In a field the cell minimizes $F(P)-vEP$, so $vE=dF/dP$ and
\begin{equation}
E=aP+\frac{g\langle xy\rangle}{v}=aP-\frac{\Delta a\,P}{1-P^2/P_c^2}.
\label{eq:E}
\end{equation}
For $P^2\ll P_c^2$ this is $E=a_{\rm eff}P$.

\subsection{Numbers for a hafnia-like film}

The example uses round model values: $k_1=400$ eV/nm$^2$ and $k_2=600$ eV/nm$^2$, or 64.09 and 96.13 N/m, with $g=100$ V, $v=0.13$ nm$^3$ and $T=300$ K. A bare relative permittivity of 30 fixes the stiffness. From $P=\varepsilon_0(\varepsilon_r-1)E$,
\begin{equation}
a=\frac{1}{\varepsilon_0(30-1)}=3.89\times10^{9}\ \text{V\,m/C}.
\label{eq:anum}
\end{equation}
The stability limit is
\begin{equation}
P_c=\frac{\sqrt{64.09\times96.13}\ \text{N/m}}{100\ \text{V}}
=0.785\ \text{C/m}^2 ,
\label{eq:Pcnum}
\end{equation}
or 78.5 $\mu$C/cm$^2$. The thermal energy is 25.85 meV $=4.142\times10^{-21}$ J, so
\begin{equation}
\Delta a=\frac{4.142\times10^{-21}\ \text{J}}{(1.3\times10^{-28}\ \text{m}^3)(0.785\ \text{C/m}^2)^2}
=5.17\times10^{7}\ \text{V\,m/C}.
\label{eq:danum}
\end{equation}
This is 1.33\% of $a$. The stiffness falls to $3.84\times10^9$ V\,m/C and the relative permittivity rises from 30 to 30.4. At $E=10^8$ V/m, which is 1 MV/cm, $P=E/a_{\rm eff}=0.02602$ C/m$^2$, the 2.602 $\mu$C/cm$^2$ of the opening. Solving the first form of \eqref{eq:E} with $\langle xy\rangle$ from quadrature gives the same value. Here $P^2/P_c^2=0.0011$, so by \eqref{eq:E} the nonlinearity changes the reduction of $E/P$ by about 0.1\% of itself and that of the slope $dE/dP$ by about 0.3\%. These figures take $P$ as strictly uniform. If it fluctuated independently in each cell, its mean square would be $k_BT/(va)$, an amplitude of 9 $\mu$C/cm$^2$, and the quartic term of \eqref{eq:expand} would raise the reduction by about $3\Delta a/a$, or 4\% of itself.

\section{How far the result holds}

\subsection{Symbols and results carried over}

A cell of volume $v$ has polarization $P$, bare polar stiffness $a$ per volume, and two modes $x$, $y$ with stiffnesses $k_1$, $k_2$ and coupling energy $gPxy$. For $|P|<P_c=\sqrt{k_1k_2}/|g|$, classical fluctuations add $\tfrac12k_BT\ln(1-P^2/P_c^2)$ to the free energy. They lower $a$ by $\Delta a=k_BTg^2/(vk_1k_2)$. In the example at 300 K, $P_c=78.5$ $\mu$C/cm$^2$ and $\Delta a/a=1.33\%$. Each correction below is sized separately, with the other parameters held fixed.

\subsection{Near the stability limit}

The logarithm in \eqref{eq:F} tends to $-\infty$ as $|P|\to P_c$, so the state $P=0$ is at best a local minimum of the harmonic model. By \eqref{eq:E}, the field needed to hold $P$ falls to zero again when
\begin{equation}
1-\frac{P^2}{P_c^2}=\frac{\Delta a}{a}=0.0133 ,
\label{eq:spin}
\end{equation}
that is, at $P=\sqrt{0.9867}\,P_c=0.993P_c$. Beyond this point the free energy runs downhill. In an applied field the branch is lost earlier, where $dE/dP=0$, at $P=0.918P_c$ and a field near 26 MV/cm, far above the breakdown field of a real film. This marks the failure of the harmonic modes and does not predict a ferroelectric state: a real crystal has anharmonic terms that keep the integral finite and decide what happens there. At the working field of the example, $P$ is about $0.03P_c$, far from this region.

Nor does heating bring about an instability at $P=0$ in this example. Extrapolated with constant parameters, $\Delta a$ would reach $a$ at $300\ \text{K}/0.0133$, above $2\times10^4$ K, where no such solid exists.

\subsection{A form that does not need harmonic modes}

Let the modes have any independent potentials $V_1(x)$ and $V_2(y)$ that confine them strongly enough for the expansion below, with $V_2$ even. Averages at $P=0$ are written $\langle\dots\rangle_0$. Expanding the Boltzmann factor of the coupling to second order gives
\begin{equation}
\frac{Z(P)}{Z(0)}=1-\frac{gP}{k_BT}\langle x\rangle_0\langle y\rangle_0
+\frac{g^2P^2}{2(k_BT)^2}\langle x^2\rangle_0\langle y^2\rangle_0+\dots
\label{eq:cum1}
\end{equation}
apart from the factor with $vaP^2$. The averages factorize because the modes are independent at $P=0$. The linear term vanishes because $\langle y\rangle_0=0$. With $-k_BT\ln(1+\epsilon)\approx-k_BT\epsilon$, the free energy changes by $-g^2P^2\langle x^2\rangle_0\langle y^2\rangle_0/(2k_BT)$, and twice the coefficient of $P^2$ gives
\begin{equation}
\Delta a=\frac{g^2\langle x^2\rangle_0\langle y^2\rangle_0}{v\,k_BT}.
\label{eq:cum}
\end{equation}
Harmonic modes have $\langle x^2\rangle_0=k_BT/k_1$ and $\langle y^2\rangle_0=k_BT/k_2$. Two factors of $k_BT$ in the numerator and one in the denominator return \eqref{eq:aeff}. The linear growth with temperature is therefore a property of harmonic modes with fixed stiffness. If $k_1$ and $k_2$ themselves change with temperature, so does the law.

Thermal motion of two harmonic modes, coupled to the polarization by $gPxy$, lowers the polar stiffness by 1.33\% in the example, and \eqref{eq:cum} extends the result to modes that are not harmonic. It remains to size the effects of anharmonicity, a frozen-in mode, biquadratic coupling, dispersion and quantum motion, and to set the model beside a capacitor and real hafnia films.
